# Auxiliary self-consistent phonon frequencies, the free-energy Hessian and the spectrum

A crystal whose symmetric structure has an imaginary harmonic frequency can be held symmetric by zero-point or thermal motion, and can distort on cooling. The self-consistent harmonic approximation (SCHA) treats this case with a trial harmonic system, and it returns real frequencies where the harmonic theory fails. Do these frequencies tell whether the structure is stable, and where a peak in a scattering spectrum lies? In the two-mode model below the self-consistent frequency is $94.4\ \mathrm{cm^{-1}}$ at a point where the SCHA free energy itself is a maximum along the same coordinate.

## The trial free energy

Take $\hbar=k_B=1$ and mass-scaled coordinates $u_a$, so that $\hat H=\tfrac12\sum_a p_a^2+V(u)$; in a crystal the rigid translations are removed first. The energy unit is $1\ \mathrm{mHa}=219.47\ \mathrm{cm^{-1}}=315.78\ \mathrm K$, and coordinates are in $\mathrm{mHa}^{-1/2}$. The trial state $\rho_0$ is the thermal state of $\hat H_0=\tfrac12p^2+\tfrac12(u-R)^T\Phi(u-R)$, with centroid $R$ and auxiliary matrix $\Phi$ of eigenvalues $\omega_\mu^2$. Its position density is a Gaussian of covariance
$$\Psi=f(\Phi),\qquad f=\frac{2n+1}{2\omega}=\frac{\coth(\omega/2T)}{2\omega},\qquad n=\frac1{e^{\omega/T}-1},$$
and $f$ falls strictly from $+\infty$ to $0$ as $\omega$ runs from $0$ to $\infty$. For any $\rho_0$, $\mathrm{Tr}\rho_0\hat H+T\,\mathrm{Tr}\rho_0\ln\rho_0$ exceeds the true free energy by $T$ times the relative entropy of $\rho_0$ and the equilibrium state, which is non-negative (Gibbs–Bogoliubov); at $T=0$ the bound is the variational principle for the ground-state energy. Writing $\hat H=\hat H_0+V-V_0$ with $\langle V_0\rangle=\tfrac12\mathrm{Tr}\Phi\Psi$ gives the upper bound
$$F=A+\langle V\rangle,\qquad A=F_0-\tfrac12\mathrm{Tr}\,\Phi\Psi,\qquad F_0=\sum_\mu\Big[\frac{\omega_\mu}2+T\ln(1-e^{-\omega_\mu/T})\Big].$$

Three identities carry the algebra. First, the Gaussian has Fourier transform $e^{iq\cdot R-q^T\Psi q/2}$; a derivative in $R_a$ brings down $iq_a$ and one in $\Psi_{ab}$ brings down $-\tfrac12q_aq_b$, so for any $O(u)$
$$\delta\langle O\rangle=\langle\partial_aO\rangle\,\delta R_a+\tfrac12\langle\partial_a\partial_bO\rangle\,\delta\Psi_{ab}\qquad(1)$$
with repeated Latin indices summed. Second, $\partial F_0/\partial\omega_\mu=n_\mu+\tfrac12=\omega_\mu f_\mu$ and $\omega_\mu\delta\omega_\mu=\tfrac12\delta\Phi_{\mu\mu}$ in the eigenbasis, so $\delta F_0=\tfrac12\mathrm{Tr}\Psi\,\delta\Phi$. This cancels one of the two terms in the variation of $\tfrac12\mathrm{Tr}\Phi\Psi$ and leaves $\delta A=-\tfrac12\mathrm{Tr}\Phi\,\delta\Psi$. Hence
$$\delta F=\langle\partial_aV\rangle\,\delta R_a+\tfrac12\big[\langle\partial_a\partial_bV\rangle-\Phi_{ab}\big]\delta\Psi_{ab}.\qquad(2)$$
Third, varying $\Psi\Phi=\Phi\Psi$ and taking the $\mu\nu$ element gives $(\omega_\nu^2-\omega_\mu^2)\delta\Psi_{\mu\nu}=(f_\nu-f_\mu)\delta\Phi_{\mu\nu}$, that is
$$\delta\Psi_{\mu\nu}=L_{\mu\nu}\,\delta\Phi_{\mu\nu},\qquad L_{\mu\nu}=\frac{f_\mu-f_\nu}{\omega_\mu^2-\omega_\nu^2}<0,\qquad(3)$$
with $L=df/d(\omega^2)$ for equal frequencies. Since no $L_{\mu\nu}$ vanishes, $\delta\Psi$ is a free symmetric matrix, and (2) yields the SCHA condition $\Phi=\langle\partial^2V\rangle$. With $\Phi$ so fixed at each $R$, $F(R)$ has gradient $\langle\partial V\rangle$.

## The counter-example

Let
$$V=\tfrac12ax^2+\tfrac14bx^4+\tfrac12ky^2+gx^2y=\tfrac12ax^2+\Big(\frac b4-\frac{g^2}{2k}\Big)x^4+\frac k2\Big(y+\frac{gx^2}k\Big)^2,$$
confining for $b>2g^2/k$ and even in $x$. The round model parameters are $a=-1$, $k=1\ \mathrm{mHa^2}$, $g=0.3\ \mathrm{mHa^{5/2}}$, $b=0.4\ \mathrm{mHa^3}$. For a centroid $(\bar x,Y)$ the Gaussian moments are $\langle x^2\rangle=\bar x^2+\Psi_{xx}$, $\langle x^3\rangle=\bar x^3+3\bar x\Psi_{xx}$ and $\langle xy\rangle=\bar xY+\Psi_{xy}$, so
$$\Phi_{xx}=a+3b(\bar x^2+\Psi_{xx})+2gY,\qquad\Phi_{xy}=2g\bar x,\qquad\Phi_{yy}=k,$$
$$\partial_{\bar x}F=a\bar x+b(\bar x^3+3\bar x\Psi_{xx})+2g\bar xY+2g\Psi_{xy},\qquad\partial_YF=kY+g(\bar x^2+\Psi_{xx}).$$
At $\bar x=0$, $\Phi$ and $\Psi$ are diagonal, $\partial_{\bar x}F=0$, and $Y=-g\Psi_{xx}/k$. Inserting $Y$,
$$\omega_x^2=a+c\,f(\omega_x),\qquad c=3b-2g^2/k>0.$$
The function $\omega^2-cf(\omega)$ rises strictly from $-\infty$ to $+\infty$, so there is one positive root for every $a$ and $T$. Here $c=1.2-0.18=1.02$. At $T=0$, $f=1/2\omega$, and the roots for $a=1,-1,-5$ are $1.1945$, $0.4303$, $0.1018$ mHa; the last is close to the form $c/2|a|=0.102$ obtained by dropping $\omega_x^2$. A more unstable bare potential widens the Gaussian and lowers $\omega_x$ without taking it to zero. For $a=-1$, $\Psi_{xx}=1/(2\times0.43032)=1.16193$, $Y=-0.34858$ and $\Phi_{xx}=-1+1.02\times1.16193=0.18517\ \mathrm{mHa^2}$.

Now displace $\bar x$. By parity $\Psi_{xx}$ is even in $\bar x$ and does not change at first order, and the mixed curvature $\partial_{\bar x}\partial_YF$ vanishes. The terms of $\partial_{\bar x}F$ linear in $\bar x$ are $(a+3b\Psi_{xx}+2gY)\bar x=\omega_x^2\bar x$ and $2g\Psi_{xy}$, where (3) gives $\Psi_{xy}=L_{xy}\,2g\bar x$. The curvature of $F$ is therefore
$$H_{xx}=\omega_x^2+4g^2L_{xy}.$$
The second term is the tilt of the Gaussian: the displacement couples the fluctuations of $x$ and $y$, and their correlation lowers $F$. At $T=0$, with $\omega_y=\sqrt k$, $f_x-f_y=(\omega_y-\omega_x)/2\omega_x\omega_y$, so $L_{xy}=-1/[2\omega_x\omega_y(\omega_x+\omega_y)]$ and
$$H_{xx}=0.18517-\frac{0.18}{0.43032\times1.43032}=0.18517-0.29245=-0.10728\ \mathrm{mHa^2}.$$
Finite differences of $F$ minimized numerically over $\Phi$ give the same $-0.10728$. The symmetric point is a maximum of $F$ along $x$, and a minimum lies at $(\bar x,Y)=(\pm1.7525,-1.0351)$ with $F=0.1607$ mHa against $0.3709$ mHa; its auxiliary frequencies, $0.680$ and $1.748$ mHa, are positive as well. On heating, $H_{xx}$ is $-0.0261$, $0$, $+0.0264\ \mathrm{mHa^2}$ at $T=0.5263$, $0.6263$, $0.7263$ mHa, while $\omega_x$ is $0.651$, $0.690$, $0.725$ mHa. At $T_s=197.8$ K the symmetric point changes its stability and $\omega_x$ shows nothing. $T_s$ is a limit of local stability; it is not the temperature at which the lowest Gaussian state changes. The distorted minimum survives above $T_s$ and at $T=0.7$ mHa is still the lower one ($F=-0.236$ against $-0.207$ mHa); the two values cross just below $0.8$ mHa (about $250$ K), where $\bar x$ is still near $1.4$, so the change of global minimum is discontinuous.

The value $0.430$ mHa does not mark the low-energy excitations either. Diagonalization of $\hat H$ in an oscillator basis (ground energy and lowest gap stable to $10^{-5}$ mHa between two basis sizes; it solves this two-mode model, with no crystal and no thermodynamic limit) gives $E_0=0.0844$ mHa, below both Gaussian values, and a lowest gap of $0.0899$ mHa. Second-order perturbation theory in a force on $x$ gives $\chi=\sum_nw_n/\Delta_n^2$, with $\Delta_n=E_n-E_0$ and $w_n=2\Delta_n|\langle n|x|0\rangle|^2$, and $\sum_nw_n=\langle[x,[\hat H,x]]\rangle=1$. Thus $1/\chi$ is a weighted harmonic mean of $\Delta_n^2$, and the computed $1/\chi=0.0157\ \mathrm{mHa^2}$ requires a level excited by $x$ at or below $\sqrt{0.0157}=0.125$ mHa. The same formula shows $1/\chi>0$ for a finite system, so $H_{xx}<0$ is a Landau-type statement about the Gaussian free energy: one symmetric Gaussian is unstable against shifting, while the true state spreads over both wells.

## The general statement

Let $\Phi_3=\langle\partial^3V\rangle$, read as a matrix from pairs $(bc)$ to $a$, let $\Phi_4=\langle\partial^4V\rangle$ act between pairs, and let $\Lambda$ be diagonal on eigenmode pairs.

(a) Every SCHA solution has $\Phi>0$. If $V$ is smooth, its Gaussian averages and those of its derivatives are finite at every width, and $V\ge\alpha|u|^\gamma-\beta$ with $\alpha,\gamma>0$, a solution exists at each $R$, whatever the sign of the bare curvature.

(b) At a non-degenerate minimum over $\Phi$, the Hessian of $F(R)$ is $H=\Phi+\Pi$ with
$$\Pi=\Phi_3\Lambda[1-\Phi_4\Lambda]^{-1}\Phi_3^T,\qquad\Lambda_{\mu\nu}=\tfrac12L_{\mu\nu},\qquad(4)$$
and $H\le\Phi$. A negative eigenvalue of $H$ marks a local instability of the Gaussian free energy; $H>0$ does not exclude a lower distant minimum.

(c) In the time-dependent Gaussian approximation a force $\varphi e^{-izt}$ gives $\delta R=-G\varphi$, $G(z)=[z^2-\Phi-\Pi(z)]^{-1}$, with $\Pi(z)$ given by (4) and $L\to L(z)$ of (6). Undamped peaks and satellites lie at real poles of $G$; when the pairs form a continuum, the poles of $G$ continued into the lower half plane give, for narrow lines, the approximate positions and widths. $L(z\to0)$ equals the static $L$ except for pairs of equal frequency at $T>0$.

## Proof

(a) A thermal state of $\hat H_0$ needs $\mathrm{Tr}\,e^{-\hat H_0/T}<\infty$, or a normalizable ground state, hence $\omega_\mu^2>0$; a property shared by all trial states cannot tell stable structures from unstable ones. For existence, $A=\sum_\mu A_1(\omega_\mu)$ with $A_1=\omega/2+T\ln(1-e^{-\omega/T})-\omega^2f/2$. As $\omega\to\infty$, $A_1\to\omega/4\to+\infty$ while $\langle V\rangle\ge-\beta$. As $\omega\to0$, $f\to T/\omega^2$ and $A_1\to-\tfrac T2\ln(Tf)-\tfrac T2$ (or $A_1\to0$ at $T=0$), a logarithm that loses to $\langle V\rangle$, which grows at least as $f^{\gamma/2}$. $F$ rises at both ends and has an interior minimum. For a pure inverted parabola, $\langle V\rangle=\tfrac12af\to-\infty$ and no solution exists.

(b) Use $R$ and $\Psi$ as independent variables and set $\eta=\tfrac12\delta\Psi$, so that (3) reads $\eta=\Lambda\,\delta\Phi$. Varying $\delta A=-\tfrac12\mathrm{Tr}\Phi\,\delta\Psi$ once more gives $\delta^2A=-\delta\Phi\cdot\eta=-\eta\Lambda^{-1}\eta$. Applying (1) twice gives $\delta^2\langle V\rangle=\delta R\langle\partial^2V\rangle\delta R+2\,\delta R\,\Phi_3\eta+\eta\,\Phi_4\eta$. With $\langle\partial^2V\rangle=\Phi$,
$$\delta^2F=\delta R\,\Phi\,\delta R+2\,\delta R\,\Phi_3\eta+\eta M\eta,\qquad M=\Phi_4-\Lambda^{-1}.$$
A non-degenerate minimum over $\Phi$ means $M>0$ on symmetric $\eta$. Keeping $F$ stationary in $\Psi$ as $R$ moves requires $\Phi_3^T\delta R+M\eta=0$, and substitution gives $H=\Phi-\Phi_3M^{-1}\Phi_3^T\le\Phi$. Finally $-M^{-1}=(\Lambda^{-1}-\Phi_4)^{-1}=\Lambda[1-\Phi_4\Lambda]^{-1}$, which is (4). $\Phi$ is the curvature at frozen width; $H$ lets the width relax. For $H_{xx}$ above the pairs are $xy$ and $yx$, each with $\Phi_3=2g$ and $\Phi_4=0$, so $\Pi=2(2g)^2\tfrac12L_{xy}$, as found. On a quartic polynomial with no symmetry, (4) matches the finite-difference Hessian to about $10^{-8}\ \mathrm{mHa^2}$, $\Phi-H$ is positive, and dropping $\Phi_4$ (the bubble alone) errs by $0.014$ at $T=0$ and $0.036\ \mathrm{mHa^2}$ at $T=0.6$ mHa.

The last clause of (b) needs one case. Set $g=0$, $b=0.2$, $a=-1$, $T=0$. At $\bar x=0$ parity gives $\langle\partial_x^3V\rangle=6b\bar x=0$, so $\Pi=0$ and $H_{xx}=\Phi_{xx}=0.0775\ \mathrm{mHa^2}>0$. Yet $F(0)=0.1554$ mHa and $F(\bar x=1.944)=-0.0856$ mHa, lower by $0.241$ mHa. A negative $H$ at a symmetric point needs a non-zero $\Phi_3$ linking the odd mode to a pair; without it the Hessian at that point is as blind as $\Phi$, and here it is the comparison of minima that reveals the distortion.

(c) Let the state be a Gaussian in phase space with $X=\langle\delta u\,\delta u\rangle$, $C_{ab}=\langle\delta u_a\delta p_b\rangle$ (symmetrized) and $P=\langle\delta p\,\delta p\rangle$. The Heisenberg equations $\dot u=p$, $\dot p=-\partial V$ close on these moments if the state is assumed to stay Gaussian, because integration by parts gives $\langle\delta u_a\partial_bV\rangle=X_{ac}K_{cb}$ and $\langle\delta p_a\partial_bV\rangle=C_{ca}K_{cb}$ with $K=\langle\partial^2V\rangle$. This closure is the approximation. Then
$$\ddot R=-\langle\partial V\rangle+\varphi,\quad\dot X=C+C^T,\quad\dot C=P-XK,\quad\dot P=-KC-C^TK.$$
The SCHA solution, $X=\Psi$, $C=0$, $P=\Phi\Psi$, $K=\Phi$, is a fixed point. Linearize with time dependence $e^{-izt}$ in the eigenbasis, for one pair $\mu\nu$:
$$-iz\,\delta X=C_{\mu\nu}+C_{\nu\mu},\qquad-iz\,\delta P=-\omega_\mu^2C_{\mu\nu}-\omega_\nu^2C_{\nu\mu},$$
$$-iz\,C_{\mu\nu}=\delta P-\omega_\nu^2\delta X-f_\mu\delta K,\qquad-iz\,C_{\nu\mu}=\delta P-\omega_\mu^2\delta X-f_\nu\delta K.$$
Multiply the first line by $-iz$ and insert the second. With $D=\omega_\mu^2+\omega_\nu^2-z^2$ and $m=\omega_\mu\omega_\nu$,
$$D\,\delta X=2\,\delta P-(f_\mu+f_\nu)\delta K,\qquad D\,\delta P=2m^2\delta X+(\omega_\mu^2f_\mu+\omega_\nu^2f_\nu)\delta K,$$
and eliminating $\delta P$,
$$L_{\mu\nu}(z)=\frac{\delta X}{\delta K}=\frac{2(\omega_\mu^2f_\mu+\omega_\nu^2f_\nu)-D(f_\mu+f_\nu)}{(D-2m)(D+2m)}.\qquad(5)$$
Here $D\pm2m=\omega_\pm^2-z^2$ with $\omega_\pm=\omega_\mu\pm\omega_\nu$. For partial fractions, the numerator at $D=\mp2m$ is $2\omega_\pm(\omega_\mu f_\mu\pm\omega_\nu f_\nu)$, the other factor of the denominator is $\mp4m$, and $\omega f=n+\tfrac12$. Therefore
$$L_{\mu\nu}(z)=-\frac1{2\omega_\mu\omega_\nu}\left[\frac{\omega_+(1+n_\mu+n_\nu)}{\omega_+^2-z^2}-\frac{\omega_-(n_\mu-n_\nu)}{\omega_-^2-z^2}\right].\qquad(6)$$
By (1), $\delta K=\Phi_3^T\delta R+\Phi_4\eta$ and $\delta\langle\partial V\rangle=\Phi\,\delta R+\Phi_3\eta$, with $\eta=\tfrac12\delta X=\Lambda(z)\delta K$. The first gives $\delta K=[1-\Phi_4\Lambda]^{-1}\Phi_3^T\delta R$, so $-z^2\delta R=-(\Phi+\Pi(z))\delta R+\varphi$, which is (c). On the asymmetric quartic this $G^{-1}$ agrees within $10^{-4}\ \mathrm{mHa^2}$, at three complex $z$, with a finite-difference linearization of the moment equations.

At $z=0$ the numerator of (5) is $(\omega_\mu^2-\omega_\nu^2)(f_\mu-f_\nu)$ and the denominator $(\omega_\mu^2-\omega_\nu^2)^2$, which restores (3) for unequal frequencies. For equal frequencies the second term of (6) is zero at $z\ne0$, leaving $-(2n+1)/4\omega^3$, whereas $df/d(\omega^2)=-(2n+1)/4\omega^3+(dn/d\omega)/2\omega^2$. For one mode the equations conserve $XP-C^2=(n+\tfrac12)^2$, since $2CP-2KCX-2C(P-KX)=0$: the isolated system keeps its occupation, while $H$ lets the occupation readjust to the changed frequency at fixed $T$. On the asymmetric quartic the two curvatures differ by $0.043\ \mathrm{mHa^2}$ at $T=0.6$ mHa; at $T=0$ they differ by $10^{-6}$, the size of $|z^2|$ at the point $z=10^{-3}i$ used.

## Three numbers for one mode

In the model $\Pi_{xx}(z)=4g^2L_{xy}(z)$. Because $n$ decreases with $\omega$, $-\omega_-(n_x-n_y)\ge0$ (zero at $T=0$), so $\Pi_{xx}=-\sum_\pm B_\pm/(\omega_\pm^2-z^2)$ with $B_\pm\ge0$. The imaginary part of $z^2-\omega_x^2-\Pi_{xx}$ is $\mathrm{Im}(z^2)$ times a positive factor, so the roots $z^2$ are real. For $z=i\kappa$ the condition is $\kappa^2+\omega_x^2+\Pi_{xx}(i\kappa)=0$, whose left side rises from $H_{xx}$ (for $\omega_x\neq\omega_y$) to infinity: for $\omega_x\neq\omega_y$ a growing odd mode exists in this model if and only if $H_{xx}<0$. Since $|\Pi_{xx}(i\kappa)|<|\Pi_{xx}(0)|$, $\kappa^2<-H_{xx}$. At $T=0$, $\kappa=0.30721$ mHa satisfies
$$0.09438+0.18517=\frac{0.18\times1.43032}{0.43032\,(1.43032^2+0.09438)}=0.27955.$$
The same coordinate thus has $\omega_x=94.4$, $\sqrt{-H_{xx}}=71.9$ and $\kappa=67.4\ \mathrm{cm^{-1}}$.

Which number is physical can be checked where anharmonicity is weak. Take $a=1$, $k=2.25$, $g=0.4\lambda$, $b=0.4\lambda^2$, $T=0$. $\Pi$ is of order $\lambda^2$, so $\Phi$, $H$ and the pole differ at that order. At $\lambda=0.2$, $\Pi(0)=1.0175734-1.0209375=-0.0033641$, and $\Pi(z)=\Pi(0)\,\omega_+^2/(\omega_+^2-z^2)$ with $\omega_+=2.5104$ is larger by a factor $1.192$ at the pole. Against the diagonalization gap $1.0084066$ mHa, $\omega_x=1.0104145$ is off by $2.0\times10^{-3}$, $\sqrt H=1.0087484$ by $3.4\times10^{-4}$ and the pole $1.0084275$ by $2.1\times10^{-5}$ mHa. Halving $\lambda$ gives error exponents $1.99$, $2.05$ and $3.92$. Against $1/\chi=1.0175336\ \mathrm{mHa^2}$ the exponents are $2.00$ for $\Phi$ and $3.93$ for $H$. In this model, tested numerically and not proved here, the pole gives the excitation energy and $H$ the static stiffness through order $\lambda^2$, and $\Phi$ gives neither.

## One auxiliary line, two peaks

For the even mode $y$ the one pair is $xx$, with $\Phi_3=2g$, $\Phi_4=6b$ and, at $T=0$, $\Lambda_{xx}=-1/[2\omega_x(4\omega_x^2-z^2)]$ from (6). Then
$$\Pi_{yy}=\frac{4g^2\Lambda_{xx}}{1-6b\Lambda_{xx}}=\frac{-4g^2}{2\omega_x(4\omega_x^2-z^2)+6b}=\frac{2g^2/\omega_x}{z^2-W^2},\qquad W^2=4\omega_x^2+\frac{3b}{\omega_x},$$
and $G_{yy}=(z^2-W^2)/[(z^2-z_1^2)(z^2-z_2^2)]$, where $z_{1,2}^2$ solve $(z^2-k)(z^2-W^2)=2g^2/\omega_x$. For $a=0.24$, $b=0.004$, $k=1$, $g=0.02$: $\omega_x=0.50117$, $W=1.01422$, $W^2=1.02864$, $2g^2/\omega_x=0.001596$, and
$$z^2=1.01432\pm\sqrt{0.01432^2+0.001596}=1.01432\pm0.04244,$$
so $z=0.98584$ and $1.02799$ mHa. The residue in $z^2$ at the lower pole is $(z_1^2-W^2)/(z_1^2-z_2^2)=0.05676/0.08488=0.669$, and $0.331$ at the upper. The auxiliary frequency is $1$, and $H_{yy}=k-2g^2/\omega_xW^2$ gives $\sqrt{H_{yy}}=0.99922$; both fall in the gap of this Fermi doublet. Diagonalization puts the two strongest weights $w_n$ of $y$, $0.620$ and $0.380$, at $0.98423$ and $1.02519$ mHa. The Gaussian poles lie $0.0016$ and $0.0028$ mHa higher, and their splitting, $9.25\ \mathrm{cm^{-1}}$, is 3% above the diagonalization value $8.99\ \mathrm{cm^{-1}}$: the closure is itself approximate.

## A width

Let a mode $Q$ couple to $N$ modes, $V=\tfrac12Q^2+\tfrac12\sum_j\Omega_j^2q_j^2+(g/\sqrt N)Q\sum_jq_j^2$. This cubic $V$ is not confining, and the solution used is the local one near the origin. Here $\Phi_{QQ}=1$, $\omega_j^2=\Omega_j^2+2gQ_0/\sqrt N$, and zero mean force gives $Q_0=-(g/\sqrt N)\sum_jf_j$, so $\omega_j^2=\Omega_j^2-s$ with $s=(2g^2/N)\sum_jf_j$. The non-zero $\Phi_3$ acting on $Q$ are $2g/\sqrt N$ for the pairs $jj$, and $\Phi_4=0$, so
$$\Pi(z)=-\frac{2g^2}N\sum_j\frac{1+2n_j}{\omega_j(4\omega_j^2-z^2)},\qquad H=1+\frac{2g^2}N\sum_j\frac{df}{d(\omega_j^2)}.$$
For $\Omega$ uniform on an interval of length $\Delta$ and $N\to\infty$, $N^{-1}\sum_j\to\Delta^{-1}\int d\omega\,\omega/\Omega$, because $\Omega\,d\Omega=\omega\,d\omega$. With $\mathrm{Im}[4\omega^2-(z+i0)^2]^{-1}=\pi\delta(\omega-z/2)/8\omega$,
$$\mathrm{Im}\,\Pi(z)=-\frac{2\pi g^2\coth(\omega/2T)}{8\Delta\,\Omega\,\omega}\bigg|_{\omega=z/2},$$
the decay of $Q$ into two bath quanta. A pole $z=\omega_p-i\Gamma$ of the continued $G$ has $-2\omega_p\Gamma=\mathrm{Im}\Pi$ if the variation of $\Pi$ over the width is neglected. For $\Omega\in[0.3,0.7]$ mHa, $g=0.06$, $T=0.2$ mHa ($63.2$ K), $N=300$: $s=0.01003$, $H=0.95144\ \mathrm{mHa^2}$, and the pole found by contour deformation is $1.01084-0.01579\,i$ mHa. At $\omega=0.50542$, $\Omega=0.51525$ and $\coth(1.2636)=1.1737$,
$$\mathrm{Im}\,\Pi=-\frac{0.0072\,\pi\times1.1737}{8\times0.4\times0.51525\times0.50542}=-0.03186\ \mathrm{mHa^2},$$
and $0.03186/(2\times1.01084)=0.01576$ mHa. Integrating the nonlinear moment equations in time after a small kick and fitting a damped sine gives $1.01081$ and $0.01582$ mHa. The fit covers times from $40$ to $250\ \mathrm{mHa}^{-1}$, and the exponential is a law for such intermediate times only: later a slower tail, left by the sharp edges of the bath band, exceeds it, and at finite $N$ the discrete spectrum finally makes the motion recur.

The auxiliary frequency is $219.5$, $\sqrt H$ is $214.1$ and the pole lies at $221.9\ \mathrm{cm^{-1}}$ with full width $6.9\ \mathrm{cm^{-1}}$. The bound $H\le\Phi$ does not extend to the peak: every term of the static sum is negative, but in $\Pi(z)$ the pairs with $2\omega_j<z$ change sign, and here they outweigh the rest. Using $\sqrt H$ as the peak position moves it the wrong way, and a real matrix, $\Phi$ or $H$, carries no width. The numerical output follows.

## Calculated quantities

```
1 mHa = 219.47463 cm^-1
1 mHa = 315.77502 K
generic T=0 mHa: max|H-H_fd|=6.7e-09, bubble-only error=0.0137, |z->0 minus static|=1.0e-06 mHa^2
generic T=0.6 mHa: max|H-H_fd|=1.2e-08, bubble-only error=0.0358, |z->0 minus static|=4.3e-02 mHa^2
A: a=-1.0 k=1.0 mHa^2, b=0.4 mHa^3, g=0.3 mHa^2.5
A aux w_x at a=1.0, T=0 = 1.19455 mHa
A aux w_x at a=-1.0, T=0 = 0.43032 mHa
A aux w_x at a=-5.0, T=0 = 0.10179 mHa
A Psi_xx = 1.16193 1/mHa
A centroid Y = -0.34858 mHa^-0.5
A Phi_xx = 0.18517 mHa^2
A Pi_xx static = -0.29245 mHa^2
A H_xx formula -0.10728, finite difference -0.10728 mHa^2
A w_x 94.4, sqrt(-H_xx) 71.9, growth rate 67.4 cm^-1
A sqrt(-H_xx) 0.32753, growth rate kappa 0.30721 mHa
A T=0.5263 mHa: aux w_x=0.65108 mHa, H_xx=-0.02610 mHa^2
A T=0.6263 mHa: aux w_x=0.68976 mHa, H_xx=+0.00000 mHa^2
A T=0.7263 mHa: aux w_x=0.72479 mHa, H_xx=+0.02639 mHa^2
A T_s = 0.6263 mHa = 197.8 K
A broken minimum T=0: x=1.7525, y=-1.0351 mHa^-0.5, w=0.6800,1.7484 mHa
A F symmetric 0.37089, F broken 0.16074, diagonalization E0 0.08438 mHa
A diagonalization: lowest gap 0.08988 mHa, 1/chi 0.01568 mHa^2
B: a=-1 b=0.2 k=1 g=0 T=0: Phi_xx=0.07752, H_xx=0.07752 mHa^2
B F(0)=0.15544, F(x=1.9443)=-0.08557 mHa
orders: a=1 k=2.25 g=0.4 lam b=0.4 lam^2 T=0
lam=0.2: aux 1.0104145, sqrtH 1.0087484, pole 1.0084275, diag 1.0084066 mHa
lam=0.2: Phi 1.0209375, H 1.0175734, diag 1/chi 1.0175336 mHa^2
lam=0.1: aux 1.0026340, sqrtH 1.0022100, pole 1.0021290, diag 1.0021276 mHa
lam=0.1: Phi 1.0052750, H 1.0044248, diag 1/chi 1.0044222 mHa^2
error orders (aux, sqrtH, pole | Phi, H): 1.99 2.05 3.92 2.00 3.93
C: a=0.24 b=0.004 k=1.0 g=0.02 T=0: w_x=0.50117, W=1.01422 mHa
C aux w_y 1.00000, sqrt(H_yy) 0.99922 mHa
C poles 0.98584, 1.02799 mHa, weights 0.669, 0.331
C diag  0.98423, 1.02519 mHa, weights 0.620, 0.380
C splitting: poles 9.25, diag 8.99 cm^-1
D: N=300, Om in [0.3,0.7] mHa, g=0.06 mHa^2.5, T=0.2 mHa = 63.2 K
D shift s of bath w^2 = 0.01003 mHa^2
D H_QQ = 0.95144 mHa^2
D aux w_Q 1 (input), sqrt(H) 0.97542, pole 1.01084, half-width 0.01579 mHa
D Im Pi at peak -0.03186 mHa^2, -ImPi/(2w) 0.01576 mHa
D time-domain fit: frequency 1.01081, decay rate 0.01582 mHa
D aux 219.47, sqrt(H) 214.08, peak 221.85, FWHM 6.93 cm^-1
```
